# Why around-mean-field LSDA+U leaves a high-spin d5 gap unchanged: verification in Python

```python
# Result under test: for a d shell with occupation matrices n[s] (s = up, down), U = F0,
# J = (F2+F4)/14, the spin-resolved around-mean-field (AMF) potential vanishes when each
# spin channel is uniform, while the fully localized limit (FLL) gives
# V_FLL[s] = V_AMF[s] + (U-J)(1/2 - Tr n[s]/5): high-spin d5 gap change 0 versus U-J.
# W[a,b,c,d] = (ab|cd); correction = E_int - E_dc; AVG = AMF about the spin-averaged mean.
# A, B, C: Racah parameters. Hartree units. d order: xy, yz, z2, xz, x2-y2.
import numpy as np
from scipy.linalg import eigh
from scipy.special import eval_legendre
from scipy.integrate import cumulative_trapezoid, trapezoid
from scipy.optimize import brentq
from scipy.constants import physical_constants
from pyscf import gto, dft, scf, lib, fci
scf.hf.MUTE_CHKFILE = True
EV = physical_constants['Hartree energy in eV'][0]
U, J = 0.20, 0.04
Ue, I5 = U - J, np.eye(5)
rng = np.random.default_rng(1)

# angular factors by exact quadrature on two spheres
ct, wt = np.polynomial.legendre.leggauss(6)
z, p = [q.ravel() for q in np.meshgrid(ct, 2*np.pi*np.arange(12)/12, indexing='ij')]
w = np.repeat(wt, 12)*2*np.pi/12
x, y = np.sqrt(1-z*z)*np.cos(p), np.sqrt(1-z*z)*np.sin(p)
c = np.sqrt(15/(4*np.pi))
Y = np.array([c*x*y, c*y*z, np.sqrt(5/(16*np.pi))*(3*z*z-1), c*x*z, c/2*(x*x-y*y)])
YY = np.einsum('ai,bi,i->abi', Y, Y, w)
cosg = np.clip(np.outer(x, x)+np.outer(y, y)+np.outer(z, z), -1, 1)
ang = [np.einsum('abi,ij,cdj->abcd', YY, eval_legendre(k, cosg), YY, optimize=True) for k in (0, 2, 4)]
tensor = lambda F: sum(f*a for f, a in zip(F, ang))

def e_int(n):
    t = n[0]+n[1]
    return 0.5*np.einsum('abcd,ab,cd', W, t, t) - 0.5*sum(np.einsum('abcd,ad,bc', W, m, m) for m in n)
def v_int(n):
    h = np.einsum('abcd,cd->ab', W, n[0]+n[1])
    return np.array([h - np.einsum('abcd,bc->ad', W, m) for m in n])
def energy(n, kind):
    a, b = np.trace(n[0]), np.trace(n[1]); N = a+b
    dc = {'FLL': U*N*(N-1)/2 - J/2*(a*(a-1)+b*(b-1)), 'AMF': U*a*b + 0.4*Ue*(a*a+b*b),
          'AVG': U*N*N/4 + 0.2*Ue*N*N, 'INT': 0.0}[kind]
    return e_int(n) - dc
def potential(n, kind):
    Ns = [np.trace(m) for m in n]; N = sum(Ns)
    if kind == 'FLL': dc = [U*(N-.5) - J*(q-.5) for q in Ns]
    else: dc = [U*(N-q) + 0.8*Ue*q for q in Ns]
    return v_int(n) - np.array([d*I5 for d in dc])
def fd_potential(n, kind, h=1e-3):
    V = np.zeros((2, 5, 5))
    for s in range(2):
        for a in range(5):
            for b in range(5):
                X = np.zeros((2, 5, 5)); X[s, a, b] += .5; X[s, b, a] += .5
                V[s, a, b] = (energy(n+h*X, kind) - energy(n-h*X, kind))/(2*h)
    return V
split = lambda V: V[1, 0, 0] - V[0, 0, 0]

# Fe3+ ion
mol = gto.M(atom='Fe 0 0 0', basis='def2-tzvp', charge=3, spin=5, verbose=0)
S, loc = mol.intor('int1e_ovlp'), mol.ao_loc_nr()
lao, dstart = np.zeros(mol.nao, int), []
for sh in range(mol.nbas):
    lao[loc[sh]:loc[sh+1]] = mol.bas_angular(sh)
    if mol.bas_angular(sh) == 2: dstart += list(range(loc[sh], loc[sh+1], 5))
dstart = np.array(dstart)
eri8 = mol.intor('int2e', aosym='s8')
def l_of(Cm):
    pop = Cm*(S@Cm)
    return np.argmax([pop[lao == l].sum(0) for l in range(4)], axis=0)
def run(kind=None, P=None):
    mf = dft.UKS(mol); mf.xc = 'slater,vwn5'; mf.chkfile = None; mf._eri = eri8
    mf.grids.atom_grid = (100, 50); mf.grids.prune = None; mf.small_rho_cutoff = 0.0
    mf.conv_tol, mf.conv_tol_grad, mf.max_cycle = 1e-10, 1e-7, 150
    def get_occ(mo_energy=None, mo_coeff=None):
        occ = np.zeros((2, mol.nao))
        for s in range(2):
            ls = l_of(mo_coeff[s])
            for l, k in ((0, 3), (1, 6), (2, 5 if s == 0 else 0)):
                occ[s, np.where(ls == l)[0][:k]] = 1
        return occ
    def get_veff(mol_=None, dm=None, *args, **kw):
        if dm is None: dm = mf.make_rdm1()
        v = dft.uks.get_veff(mf, mol, dm)
        if kind is None: return v
        SP = S@P; n = np.array([SP.T@d@SP for d in dm])
        add = np.array([SP@m@SP.T for m in potential(n, kind)])
        return lib.tag_array(np.asarray(v)+add, ecoul=v.ecoul, exc=v.exc+energy(n, kind), vj=v.vj, vk=v.vk)
    mf.get_occ, mf.get_veff = get_occ, get_veff
    mf.kernel(); assert mf.converged
    e, o = np.asarray(mf.mo_energy), np.asarray(mf.mo_occ)
    d = np.array([e[s][l_of(mf.mo_coeff[s]) == 2][:5] for s in range(2)])
    assert np.ptp(d, axis=1).max() < 1e-7                      # fivefold degenerate
    gap = e[o < .5].min() - e[o > .5].max()
    assert abs(gap - (d[1, 0]-d[0, 0])) < 1e-6                 # HOMO-LUMO gap is the d-d gap
    return mf, d[:, 0], gap
mf0, d0, gap0 = run()
dm0 = np.asarray(mf0.make_rdm1()); F0m = np.asarray(mf0.get_fock())
blk = np.ix_(dstart, dstart)
rad = [eigh(F0m[s][blk], S[blk]) for s in range(2)]
def projector(vec):
    P = np.zeros((mol.nao, 5))
    for m in range(5): P[dstart+m, m] = vec
    return P
PA, PB = projector(rad[0][1][:, 0]), projector(rad[1][1][:, 0])

# bare Slater integrals by radial quadrature versus analytic Gaussian integrals
lr = np.linspace(np.log(1e-4), np.log(30), 20001); r = np.exp(lr)
R = mol.eval_gto('GTOval_sph', np.outer(r, [0, 0, 1.]))@PA[:, 2]/np.sqrt(5/(4*np.pi))
rho = R*R*r**3
Fb = [2*trapezoid(rho*r**(-k-1.)*cumulative_trapezoid(rho*r**k, lr, initial=0), lr) for k in (0, 2, 4)]
Wb = np.einsum('pqrs,pa,qb,rc,sd->abcd', mol.intor('int2e'), PA, PA, PA, PA, optimize=True)
Jb = (Fb[1]+Fb[2])/14
assert abs(Wb - tensor(Fb)).max() < 1e-5                       # trapezoid error
assert abs(np.einsum('abcc->ab', Wb) - 5*Fb[0]*I5).max() < 5e-5
assert abs(np.einsum('accb->ab', Wb) - (Fb[0]+4*Jb)*I5).max() < 5e-5
assert abs(gap0-5*Jb) < abs(gap0-(Fb[0]+4*Jb))
ratio = Fb[2]/Fb[1]; F2 = 14*J/(1+ratio); F4 = ratio*F2
W = tensor([U, F2, F4])
A, B, C = U-49*F4/441, F2/49-5*F4/441, 35*F4/441

# exact shell energies, diagonalized at the lowest spin projection
def exact(ne):
    return np.linalg.eigvalsh(fci.direct_spin1.pspace(np.zeros((5, 5)), W, 5, ne, np=400)[1])[0]
E4, E5, E6 = exact((2, 2)), exact((3, 2)), exact((3, 3))
assert abs(E5-10*Ue) < 1e-10 and abs(E6+E4-2*E5-(U+4*J)) < 1e-10

# general identities on random occupation matrices
for _ in range(3):
    n = rng.random((2, 5, 5)); n = (n+n.transpose(0, 2, 1))/2
    nb = [np.trace(m)/5 for m in n]; dn = np.array([m-q*I5 for m, q in zip(n, nb)])
    Va, Vf = fd_potential(n, 'AMF'), fd_potential(n, 'FLL')
    assert abs(Va-potential(n, 'AMF')).max() < 1e-9 and abs(Vf-potential(n, 'FLL')).max() < 1e-9
    assert abs(energy(n, 'AMF')-e_int(dn)) < 1e-11 and abs(Va-v_int(dn)).max() < 1e-9
    assert abs(Va).max() > 1e-2 and all(abs(np.trace(m)) < 1e-9 for m in Va)
    assert all(abs(Vf[s]-Va[s]-Ue*(.5-nb[s])*I5).max() < 1e-9 for s in range(2))
    assert abs(energy(n, 'FLL')-energy(n, 'AMF')-2.5*Ue*sum(q*(1-q) for q in nb)) < 1e-11
    assert abs(fd_potential(np.array([q*I5 for q in nb]), 'AMF')).max() < 1e-9
hs = np.array([I5, 0*I5])
Vh = {k: fd_potential(hs, k) for k in ('INT', 'AMF', 'FLL', 'AVG')}
assert abs(Vh['AMF']).max() < 1e-9 and abs(Vh['FLL']-np.array([-I5, I5])*Ue/2).max() < 1e-9
assert abs(split(Vh['INT'])-(U+4*J)) < 1e-9 and abs(split(Vh['AVG'])-(U+4*J)) < 1e-9
assert abs(split(Vh['INT']-Vh['FLL'])-5*J) < 1e-9
assert abs(energy(hs, 'AMF')) < 1e-12 and abs(energy(hs, 'FLL')) < 1e-12
t2g = np.diag([1., 1, 0, 1, 0]); low = {}
for k in ('AMF', 'FLL'):
    V = fd_potential(np.array([t2g, t2g]), k)[0]; low[k] = V[2, 2]-V[0, 0]
assert abs(low['AMF']-low['FLL']) < 1e-9 and low['AMF'] > Ue/2
def shared_gap(kind, M):
    u, v = rng.normal(size=(2, 5)); u /= np.linalg.norm(u); v /= np.linalg.norm(v)
    add = np.array([I5, np.outer(u, u)/M]); rem = np.array([I5-np.outer(v, v)/M, 0*I5])
    return M*(energy(add, kind)+energy(rem, kind)-2*energy(hs, kind))
sh = {(k, M): shared_gap(k, M) for k in ('AMF', 'FLL') for M in (1, 100)}
for M in (1, 100):
    assert abs(sh['AMF', M]+0.8*Ue/M) < 1e-10 and abs(sh['FLL', M]-Ue*(1-1/M)) < 1e-10

# self-consistent Fe3+ with the two corrections and two projectors
res = {(k, q): run(k, P) for k in ('AMF', 'FLL') for q, P in (('A', PA), ('B', PB))}
for key in (('AMF', 'A'), ('AMF', 'B'), ('FLL', 'A')):
    assert abs(res[key][0].e_tot-mf0.e_tot) < 1e-7
    assert abs(np.asarray(res[key][0].make_rdm1())-dm0).max() < 1e-5
for q in 'AB': assert abs(res['AMF', q][1]-d0).max() < 1e-6
ek = rad[1][0]; s2 = (rad[1][1].T@S[blk]@rad[0][1][:, 0])**2
root = brentq(lambda E: 1+Ue/2*np.sum(s2/(ek-E)), ek[0]+1e-10, ek[1]-1e-10)
dA = res['FLL', 'A'][1]
assert abs(dA[0]-d0[0]+Ue/2) < 1e-6 and abs(dA[1]-root) < 1e-6
nB = (S@PB).T@dm0[0]@(S@PB)
assert abs(nB-s2[0]*I5).max() < 1e-6 and 1-s2[0] > 1e-5
assert 0.9*Ue < res['FLL', 'B'][2]-gap0 < 1.05*Ue

# d-ligand cluster: 10 up and 5 down electrons
ed, te, tt = (0.10, 0.30), 0.08, 0.04
def cluster(kind, a, b):
    T = np.diag([b, b, a, b, a]); V = np.zeros((2, 5, 5))
    for _ in range(300):
        sol = [np.linalg.eigh(np.block([[ed[s]*I5+V[s], T], [T, 0*I5]])) for s in range(2)]
        n = np.array([sol[s][1][:5, :k]@sol[s][1][:5, :k].T for s, k in ((0, 10), (1, 5))])
        Vn = potential(n, kind) if kind else V
        done = abs(Vn-V).max() < 1e-13; V = Vn
        if done: break
    assert done
    return sol[1][0][5]-sol[0][0][9], n, np.sum(sol[0][1][:5, 9]**2), np.sum(sol[1][1][:5, 5]**2)
def amf_shift(a, b):
    g, n, wu, wd = cluster(None, a, b); al = (n[1, 2, 2]-n[1, 0, 0])/5
    V = fd_potential(n, 'AMF')
    assert abs(V[1, 0, 0]-2*al*(A+4*B)) < 1e-9 and abs(V[0, 2, 2]-6*al*C) < 1e-9
    return cluster('AMF', a, b)[0]-g, wd*2*al*(A+4*B)-wu*6*al*C, al
gc, nc, wu, wd = cluster(None, te, tt); sc, first, al = amf_shift(te, tt)
q4, q8 = amf_shift(te/4, tt/4), amf_shift(te/8, tt/8)
assert abs(sc/first-1) < 0.15 and abs(q4[0]/q4[1]-1) < 0.02    # feedback is O(U t^2/Delta^3)
assert abs(q4[0]/q8[0]-4) < 0.2 and abs(amf_shift(te, te)[0]) < 1e-10
fc = cluster('FLL', te, tt)[0]-gc
assert 0 < sc < 0.05*fc and fc < Ue

def out(label, *v, unit='Ha', f='.5f'):
    print(label+': '+', '.join(format(round(float(q), 12)+0.0, f) for q in v)+' '+unit)
out('U, J, U-J (chosen)', U, J, Ue); out('U-J', Ue*EV, unit='eV', f='.3f')
out('Fe3+ bare F0, F2, F4', *Fb, f='.4f'); out('F4/F2', ratio, unit='(pure)', f='.4f')
out('model F2, F4', F2, F4); out('model A, B, C', A, B, C)
out('exact E(d4), E(d5), E(d6)', E4, E5, E6); out('exact shell gap', E6+E4-2*E5)
for k in Vh: out('HS d5 V up, V down, splitting '+k, Vh[k][0, 0, 0], Vh[k][1, 0, 0], split(Vh[k]))
out('splitting subtracted AMF, FLL', split(Vh['INT']-Vh['AMF']), split(Vh['INT']-Vh['FLL']))
out('HS d5 energy AMF, FLL', energy(hs, 'AMF'), energy(hs, 'FLL'))
out('low-spin d6 eg-t2g opening AMF, FLL', low['AMF'], low['FLL'])
for M in (1, 100): out('total-energy gap change M=%d AMF, FLL' % M, sh['AMF', M], sh['FLL', M])
out('Fe3+ LSDA total energy', mf0.e_tot); out('Fe3+ LSDA 3d up, down, gap', *d0, gap0)
out('bare J, 5J, F0+4J', Jb, 5*Jb, Fb[0]+4*Jb, f='.4f')
out('squared overlaps s_k^2', *s2, unit='(pure)'); out('minority d levels e_k', *ek, f='.4f')
for key, val in res.items():
    out('%s proj %s 3d up, down, gap, change' % key, *val[1], val[2], val[2]-gap0)
    out('%s proj %s energy change' % key, val[0].e_tot-mf0.e_tot, f='.6f')
out('secular root; first-order shift', root, Ue/2*s2[0])
out('proj B n up per orbital', nB[0, 0], unit='(pure)')
out('Fe3+ gap LSDA, AMF A, FLL A', gap0*EV, res['AMF', 'A'][2]*EV, res['FLL', 'A'][2]*EV, unit='eV', f='.3f')
out('cluster ed up, ed down, te, tt (eL=0)', *ed, te, tt, f='.2f')
out('minority n_e, n_t, a', nc[1, 2, 2], nc[1, 0, 0], al, unit='(pure)')
out('d weight HOMO, LUMO', wu, wd, unit='(pure)', f='.4f')
out('AMF V t2g down, V eg up', 2*al*(A+4*B), 6*al*C)
out('cluster bare gap', gc); out('AMF change first order, SCF', first, sc)
out('FLL change SCF', fc); out('AMF, FLL change', sc*EV, fc*EV, unit='eV', f='.3f')
out('AMF change ratio t/4 over t/8', q4[0]/q8[0], unit='(pure)', f='.3f')
print('tests ok')
```

Running it gives:

```
U, J, U-J (chosen): 0.20000, 0.04000, 0.16000 Ha
U-J: 4.354 eV
Fe3+ bare F0, F2, F4: 0.9474, 0.4462, 0.2792 Ha
F4/F2: 0.6258 (pure)
model F2, F4: 0.34445, 0.21555 Ha
model A, B, C: 0.17605, 0.00459, 0.01711 Ha
exact E(d4), E(d5), E(d6): 0.96000, 1.60000, 2.60000 Ha
exact shell gap: 0.36000 Ha
HS d5 V up, V down, splitting INT: 0.64000, 1.00000, 0.36000 Ha
HS d5 V up, V down, splitting AMF: 0.00000, 0.00000, 0.00000 Ha
HS d5 V up, V down, splitting FLL: -0.08000, 0.08000, 0.16000 Ha
HS d5 V up, V down, splitting AVG: -0.18000, 0.18000, 0.36000 Ha
splitting subtracted AMF, FLL: 0.36000, 0.20000 Ha
HS d5 energy AMF, FLL: 0.00000, 0.00000 Ha
low-spin d6 eg-t2g opening AMF, FLL: 0.16018, 0.16018 Ha
total-energy gap change M=1 AMF, FLL: -0.12800, 0.00000 Ha
total-energy gap change M=100 AMF, FLL: -0.00128, 0.15840 Ha
Fe3+ LSDA total energy: -1259.09304 Ha
Fe3+ LSDA 3d up, down, gap: -1.67600, -1.47897, 0.19703 Ha
bare J, 5J, F0+4J: 0.0518, 0.2591, 1.1547 Ha
squared overlaps s_k^2: 0.99830, 0.00097, 0.00066, 0.00007 (pure)
minority d levels e_k: -1.4790, -0.5014, -0.0436, 2.1336 Ha
AMF proj A 3d up, down, gap, change: -1.67600, -1.47897, 0.19703, 0.00000 Ha
AMF proj A energy change: 0.000000 Ha
AMF proj B 3d up, down, gap, change: -1.67600, -1.47897, 0.19703, 0.00000 Ha
AMF proj B energy change: 0.000000 Ha
FLL proj A 3d up, down, gap, change: -1.75600, -1.39912, 0.35688, 0.15985 Ha
FLL proj A energy change: -0.000000 Ha
FLL proj B 3d up, down, gap, change: -1.75809, -1.40152, 0.35657, 0.15955 Ha
FLL proj B energy change: 0.000647 Ha
secular root; first-order shift: -1.39912, 0.07986 Ha
proj B n up per orbital: 0.99830 (pure)
Fe3+ gap LSDA, AMF A, FLL A: 5.361, 5.361, 9.711 eV
cluster ed up, ed down, te, tt (eL=0): 0.10, 0.30, 0.08, 0.04 Ha
minority n_e, n_t, a: 0.05882, 0.01688, 0.00839 (pure)
d weight HOMO, LUMO: 0.7650, 0.9831 (pure)
AMF V t2g down, V eg up: 0.00326, 0.00086 Ha
cluster bare gap: 0.16090 Ha
AMF change first order, SCF: 0.00255, 0.00267 Ha
FLL change SCF: 0.13099 Ha
AMF, FLL change: 0.073, 3.564 eV
AMF change ratio t/4 over t/8: 3.995 (pure)
tests ok
```
